Heavy and light hole masses of silicon for [110] confinement

**Problem**

Holes in silicon are confined along a direction n, with no wavevector perpendicular to n. Find the heavy and light bulk masses that govern the confinement for n = [110] in the four-band model, and compare the heavier one with its value for n = [001]. Then find how narrow a well may be before the four-band mass becomes a poor guide.

Hartree atomic units are used, so masses are in units of the electron mass m_e. Hole energies E are counted positive, downward from the valence-band top. There is no strain, and the small effects of missing inversion symmetry are absent.

The band top is built from three p-like orbitals X, Y, Z, each with two spin states. To second order in the wavevector k, the orbital part of the hole Hamiltonian has the elements

H_XX = ½[(γ1 + 4γ2)k_x² + (γ1 − 2γ2)(k_y² + k_z²)]

H_XY = 3γ3 k_x k_y

and those obtained by cyclic exchange of x, y, z. The Luttinger parameters are rounded inputs, chosen to represent silicon:

γ1 = 4.29, γ2 = 0.34, γ3 = 1.45.

Spin-orbit coupling leaves the four states of total angular momentum J = 3/2 at E = 0 and raises the hole energy of the two J = 1/2 states, the split-off doublet, by Δ = 0.0016 hartree (43.5 meV), also a rounded input. The four-band model keeps the J = 3/2 states alone.

**First estimate by scaling**

Within the four-band model the Hamiltonian is quadratic in k and contains no other energy. Each band therefore scales as

E = ½k²(γ1 + x), m = 1/(γ1 + x),

where x is a pure number built from γ2 and γ3. An estimate of x needs the orbital energies.

For k along [110], k_x = k_y = k/√2 and k_z = 0. Then

H_XX = H_YY = ½k²(γ1 + γ2)

H_XY = (3/2)γ3k²

H_ZZ = ½k²(γ1 − 2γ2)

and the other off-diagonal elements vanish. The combinations u = (X + Y)/√2 and v = (X − Y)/√2 diagonalize the X, Y block, with energies H_XX ± H_XY. Hence

a_i = ½k²(γ1 + d_i)

d_u = γ2 + 3γ3 = 4.69

d_v = γ2 − 3γ3 = −4.01

d_Z = −2γ2 = −0.68.

These three numbers add up to zero. The orbital u points along the confinement direction and is the most costly in hole energy.

Now take states with definite angular momentum J_n along n. The state J_n = 3/2 has spin up and one unit of orbital angular momentum about n, so it contains v and Z with equal weight. Its mean value of x is

(d_v + d_Z)/2 = −d_u/2 = −2.345.

The state J_n = 1/2 has weight 2/3 in u with spin up, and weight 1/3 in the equal mixture of v and Z with spin down. The opposite spins remove cross terms, and its mean is

(2/3)d_u + (1/3)(−d_u/2) = +d_u/2 = +2.345.

The estimated masses are therefore

heavy: 1/(4.29 − 2.345) = 1/1.945 = 0.514

light: 1/(4.29 + 2.345) = 1/6.635 = 0.151.

A mean energy cannot lie below the lowest eigenvalue in the same four-state space, so the estimated heavy mass is a lower bound to the four-band heavy mass.

**Exact solution of the band model**

*The split-off state.* Let χ be any normalized spinor and σ_i the Pauli matrices. The combination

s_χ = (1/√3) Σ_i |i> σ_i χ

contracts two vectors, the orbitals and the Pauli matrices. It therefore transforms under a joint rotation just as χ does and has J = 1/2. One p shell with spin contains a single J = 1/2 doublet, so this is the split-off doublet. The sum has the same form in the axes u, v, Z, with σ_u = (σ_x + σ_y)/√2 and σ_v = (σ_x − σ_y)/√2.

For a fixed χ, the three states |i>σ_iχ are orthonormal. The orbital Hamiltonian multiplies each by a_i, because it does not act on spin. The spin-orbit term acts on them as Δ|s><s|, where s = (1, 1, 1)/√3. A second spinor orthogonal to χ gives another such set, orthogonal to the first because each σ_i is unitary. The six-band problem thus separates into two identical 3×3 problems, and every level is doubly degenerate.

*The secular equation.* With amplitudes c_i and C = Σ_i c_i, each 3×3 problem reads

(a_i − E)c_i + (Δ/3)C = 0.

For C ≠ 0, solve for c_i, sum over i and divide by C:

Σ_i 1/(a_i − E) = −3/Δ.

Inserting a_i − E = ½k²(d_i − x) and multiplying by ½k² gives

Σ_i 1/(d_i − x) = −3k²/(2Δ).

As k → 0 the right side vanishes. Two roots x stay finite, and they are the four-band bands. The third grows without limit and belongs to the split-off band. The four-band masses are thus the inverse band curvatures at k = 0.

*Masses along [110].* Setting the right side to zero and clearing denominators gives

3x² − 2x(d_u + d_v + d_Z) + d_u d_v + d_Z(d_u + d_v) = 0.

The linear term vanishes because the d_i add up to zero. The constant term is

(γ2² − 9γ3²) − 2γ2(2γ2) = −3γ2² − 9γ3².

Therefore x = ±X, with

X = √(γ2² + 3γ3²) = √(0.1156 + 6.3075) = 2.5344.

The minus sign gives the lower hole energy and the heavier mass:

m_heavy[110] = 1/(γ1 − X) = 1/1.7556 = 0.570

m_light[110] = 1/(γ1 + X) = 1/6.8244 = 0.147.

*Masses along [001].* Now d_X = d_Y = −2γ2 and d_Z = 4γ2. (The numerical output lists the equivalent case of k along x, with the labels exchanged.) Because two orbital energies coincide, the amplitudes (1, −1, 0)/√2 solve the 3×3 problem with C = 0, and x = −2γ2. The other four-band root follows from

2/(−2γ2 − x) + 1/(4γ2 − x) = 0.

Clearing denominators gives 8γ2 − 2x − 2γ2 − x = 0, so x = 2γ2. Since γ2 is positive here,

m_heavy[001] = 1/(γ1 − 2γ2) = 1/3.61 = 0.277

m_light[001] = 1/(γ1 + 2γ2) = 1/4.97 = 0.201.

The requested comparison is

m_heavy[110]/m_heavy[001] = 3.61/1.7556 = 2.06.

Turning the confinement from [001] to [110] doubles the heavy mass and reduces the light mass by 27 percent of its [001] value. For positive masses, the heavy mass is larger along [110] when X > 2|γ2|. Squaring gives γ2² + 3γ3² > 4γ2², or γ3² > γ2². Silicon satisfies this by a wide margin.

**Comparison of estimate and solution**

The estimate of 0.514 is 10 percent below the four-band heavy mass, and the estimate of 0.151 is 3 percent above the light one. What it leaves out is the difference between the two transverse orbitals v and Z. This difference turns orbital angular momentum +1 about n into −1 without changing spin, and so couples J_n = 3/2 to J_n = −1/2. The orbital element, in units of ½k², is (d_v − d_Z)/2 = (3/2)(γ2 − γ3). The J_n = −1/2 state contains the required component with amplitude 1/√3, so the coupling has magnitude

b = (√3/2)|γ3 − γ2| = 0.961.

The two-state problem with diagonal values ∓d_u/2 then gives

X² = (d_u/2)² + b² = 5.499 + 0.924 = 6.423,

in agreement with the secular equation. The coupling raises half the splitting of the two bands, in units of ½k², from 2.345 to 2.534. That change is small beside γ1, but the heavy mass depends on the difference γ1 − X, where it weighs more.

The heavy doublet remains mostly of J_n = ±3/2 character. The part of the Hamiltonian that splits the bands has eigenvalues ±X, so the projector onto the heavy doublet is one half of (1 − that part/X). Its mean in the J_n = 3/2 state is

½(1 + 2.345/2.5344) = 0.963.

For [001] the transverse orbitals are degenerate, the coupling is absent, and the same estimate gives the four-band masses without error.

**How narrow may the well be?**

Let hard walls stand a distance L apart. With no transverse wavevector, the Hamiltonian contains k² and constants, and k² becomes −d²/dn². A sine function times a constant set of amplitudes satisfies both the equation and the boundary conditions. The lowest level is therefore the band energy at k = π/L, in the six-band model as well.

For L = 200 bohr (10.6 nm), k = 0.015708 bohr⁻¹, and the four-band [110] level is

E0 = ½k²(γ1 − X) = ½(2.467×10⁻⁴)(1.7556) = 2.166×10⁻⁴ hartree = 5.9 meV.

The heavy [001] level is 12.1 meV. It has C = 0, so it does not depend on Δ in this Hamiltonian.

The [110] level does depend on Δ. Expand the secular equation about E0, where Σ_i 1/(a_i − E0) = 0. The derivative of this sum with respect to E is Σ_i (a_i − E0)⁻², so to first order in 1/Δ

δE = −(3/Δ)/Σ_i (a_i − E0)⁻² = −[3k⁴/(4Δ)]/Σ_i (d_i + X)⁻².

The three values of d_i + X are 7.224, −1.476 and 1.854, and their inverse squares add up to 0.769. For L = 200 bohr this gives δE = −3.71×10⁻⁵ hartree. The full six-band solution gives a shift of −3.41×10⁻⁵ hartree, and the level falls to 5.0 meV, 16 percent below the four-band value. Read as k²/(2E), its mass is 0.68 instead of 0.57.

Since δE scales as k⁴ and E0 as k², the relative error scales as 1/L² in wide wells. At L = 400 bohr (21.2 nm) the six-band shift is 4.2 percent of the four-band level, and k²/(2E) is 0.59. For the lowest level, the four-band mass of 0.57 is thus good to about 5 percent in wells of about 20 nm or more. Higher levels are described less well. The second heavy level of the 400 bohr well has k = 2π/L = π/(200 bohr), so it lies 16 percent below its four-band value. At 5.0 meV it is far below the thermal energy at room temperature (about 26 meV) and is occupied there. At 10 nm the split-off band must be included.

The opposite limit shows why the mass rises. When the differences between the a_i are much larger than Δ, the term with a_v dominates the secular equation for the lowest level, and

E ≈ a_v + Δ/3.

The coefficient of ½k² is then γ1 + d_v = 0.28, which corresponds to a mass of about 3.6. This mass describes the slope of E against ½k². The quantity k²/(2E) stays well below it until a_v exceeds Δ/3 by a wide margin. The smallest difference, a_Z − a_v = ½k²(3.33), equals Δ at L ≈ 100 bohr (5 nm), so the limit needs much narrower wells. The value 0.28 is a small difference of rounded inputs: changes of 0.005 in the three parameters can move the mass between 3.3 and 3.9. Spin-orbit coupling no longer forces the lighter orbitals into the state. This is a limit of the quadratic Hamiltonian, and terms of higher order in k from remote bands, omitted here, may matter before it is reached.

In an inversion layer the walls are replaced by a potential that rises roughly as Fz, with F the force on the hole and z the distance from the interface. In the four-band model the masses still apply, because a potential common to all four states does not mix the constant amplitudes. Balancing 1/(mz²) against Fz gives z ∝ (mF)^(−1/3) and E ∝ F^(2/3)m^(−1/3). At equal F, the lowest four-band [110] level is then 2.06^(−1/3) = 0.79 of the [001] level, a weaker contrast than the factor of about one half between hard walls. This ratio holds only for a weak force, which leaves the layer wide. In the six-band model it requires an electric field of order 10³ V/cm or less, and at 10⁵ V/cm the ratio is already near 0.6. A stronger force narrows the layer, and the split-off band then lowers the [110] level further but leaves the heavy [001] level unchanged, so the ratio falls below 0.79. Inversion layers in silicon transistors are usually only a few nanometres wide, so the four-band ratio should not be used for them.

All these masses describe motion along the confinement direction. The mass for transport in the plane depends on how a transverse wavevector mixes the subbands, and it cannot be read from them.

Numbers as computed

```
input gamma1, gamma2, gamma3 = 4.29, 0.34, 1.45 (no unit)
input spin-orbit splitting = 0.0016 hartree
  the same = 43.5 meV
d_u, d_v, d_Z for [110] = [ 4.69 -4.01 -0.68] (no unit)
d_X, d_Y, d_Z for k along x = [ 1.36 -0.68 -0.68] (no unit)
X = 2.5344 (no unit)
inverse masses [110] = 1.7556, 6.8244 1/m_e
inverse masses [001] = 3.6100, 4.9700 1/m_e
masses [110], heavy and light = 0.5696, 0.1465 m_e
masses [001], heavy and light = 0.2770, 0.2012 m_e
heavy mass ratio [110]/[001] = 2.056 (no unit)
light mass ratio [110]/[001] = 0.728 (no unit)
J_n=3/2 mean inverse mass = 1.9450 1/m_e
mass wrongly read from that mean = 0.5141 m_e
J_n=3/2 weight in heavy doublet = 0.9626 (no unit)
well width = 200 bohr (10.58 nm)
  k = 0.015708 1/bohr
  [110] four-band level = 2.1659e-04 hartree
    the same = 5.894 meV
  [110] six-band level = 1.8248e-04 hartree
    the same = 4.966 meV
  [001] level, both models = 4.4537e-04 hartree
    the same = 12.119 meV
  [110] first-order shift = -3.710e-05 hartree
  [110] actual shift = -3.411e-05 hartree
  [110] relative shift = -15.75 percent
  [110] six-band k^2/(2E) = 0.6761 m_e
well width = 400 bohr (21.17 nm)
  k = 0.007854 1/bohr
  [110] four-band level = 5.4148e-05 hartree
    the same = 1.473 meV
  [110] six-band level = 5.1867e-05 hartree
    the same = 1.411 meV
  [001] level, both models = 1.1134e-04 hartree
    the same = 3.030 meV
  [110] first-order shift = -2.319e-06 hartree
  [110] actual shift = -2.281e-06 hartree
  [110] relative shift = -4.21 percent
  [110] six-band k^2/(2E) = 0.5946 m_e
shift ratio actual/first-order, 1600 bohr = 0.99907
```
